# Canonical variational transition-state theory: least one-way flux, greatest activation free energy, part 1

(Sections cited here and not found follow in the second part.)

## First half: the bound and the free energy

### Where to count the reaction

A metal-organic precursor molecule enters the hot zone of a growth reactor and loses a ligand. As the bond stretches, the potential energy climbs out of the well and levels off. It has no saddle point, so no feature of the potential marks where the molecule stops being a reactant. A rate can still be estimated by placing a surface somewhere along the stretch and counting outward crossings in thermal equilibrium, but the count depends on the place chosen. A rule is needed for choosing the surface, together with a statement of what the resulting number means.

The rule follows from one fact: in classical mechanics the outward count can be too large but never too small. The best surface is therefore the one with the smallest count, and it is also the surface of greatest activation free energy, provided that this free energy is defined from the flux.

### Assumptions and conventions

The nuclei move classically on one Born-Oppenheimer potential surface, and the reactant is kept in thermal equilibrium at temperature $T$. The algebra uses atomic units, so $\hbar=1$, $h=2\pi$, and $\beta=1/k_BT$.

Let $x_i$ be the Cartesian coordinates and $m_i$ the masses. With $q_i=\sqrt{m_i}\,x_i$ the conjugate momentum is $p_i=\dot q_i$, and for $N$ coordinates

$$H=\tfrac12|p|^2+V(q).$$

The factors $\sqrt{m_i}$ cancel in $dq_i\,dp_i$, so phase-space volume is unchanged. Lengths, areas, normals and gradients in this half refer to the coordinates $q$.

Choose two separate regions: a core $A$ deep in the reactant well and a core $B$ well inside the product region. A trajectory that enters a core is regarded as having arrived there. The true rate $k$ is the number of passages per unit time and per reactant molecule that leave $A$ and next enter $B$.

A dividing surface $S$ is the set $s(q)=0$, with $A$ on the side $s<0$ and $B$ on the side $s>0$. Every continuous path from $A$ to $B$ must cross it. This requirement is essential: a surface high on the repulsive wall of the well has almost no flux, but it separates nothing and gives no bound.

### Why the one-way flux is an upper bound

Consider an equilibrium ensemble of independent systems, including those on the product side. The product population does not alter the passages from $A$ to $B$, because these are fixed by what emerges from the equilibrated core $A$.

Cut each trajectory into segments between successive core visits. There are four kinds: $AB$, $BA$, $AA$ and $BB$, named by their first and last cores. Let $n_+$ and $n_-$ be the numbers of forward and backward crossings of $S$ in a segment. An $AB$ segment starts behind $S$ and ends in front of it, so

$$n_+-n_-=1,\qquad n_+=1+n_-\ge 1 .$$

For the other three kinds all that is needed is $n_+\ge0$. Let $\nu_{XY}$ be the number of $XY$ segments per unit time and per reactant, so that $\nu_{AB}=k$. The one-way flux $k(T,S)$ counts every forward crossing:

$$k(T,S)=k+\nu_{AB}\langle n_-\rangle_{AB}+\sum_{XY\ne AB}\nu_{XY}\langle n_+\rangle_{XY}\;\ge\;k. \tag{1}$$

All added terms are non-negative. They vanish together only if reactive paths cross once and no other segment makes a forward crossing, apart from sets of zero weight. "Recrossing-free flux" thus means a flux calculated as if there were no recrossing. Minimising it lowers the total excess in (1), but need not bring it to zero.

### The momentum integral

The equilibrium phase-space density per reactant is $e^{-\beta H}/[(2\pi)^NQ_R]$, where $Q_R$ is the partition function of the reactant region $R$. Each momentum integral gives $\int e^{-\beta p^2/2}dp=(2\pi/\beta)^{1/2}$, hence

$$Q_R=\frac{1}{(2\pi)^N}\left(\frac{2\pi}{\beta}\right)^{N/2}\!\int_R e^{-\beta V}dq=(2\pi\beta)^{-N/2}\int_R e^{-\beta V}dq .$$

Let $n$ be the unit normal of $S$ pointing towards the product and $p_n=n\cdot p$. During $dt$, the systems that cross an area element $d\sigma$ forward with normal momentum $p_n>0$ come from a slab of volume $p_n\,dt\,d\sigma$. Therefore

$$k(T,S)=\frac{1}{(2\pi)^NQ_R}\int_S d\sigma\,e^{-\beta V}\int_{p_n>0}dp\;p_n\,e^{-\beta|p|^2/2}.$$

The normal component gives $\int_0^\infty p_ne^{-\beta p_n^2/2}dp_n=1/\beta$. The $N-1$ tangential components give $(2\pi/\beta)^{(N-1)/2}$. Separating one factor $1/(2\pi)$ from $(2\pi)^{-N}$ leaves

$$(2\pi)^{-(N-1)}(2\pi/\beta)^{(N-1)/2}=(2\pi\beta)^{-(N-1)/2},$$

so that

$$k(T,S)=\frac{1}{2\pi\beta}\frac{Q_S}{Q_R},\qquad Q_S=(2\pi\beta)^{-(N-1)/2}\int_S e^{-\beta V}d\sigma. \tag{2}$$

$Q_S$ is the partition function of a system confined to $S$, with the motion along the normal removed. In ordinary units the prefactor $1/(2\pi\beta)$ is $k_BT/h$.

### Least flux is greatest free energy

Define the generalised activation free energy by

$$\Delta G(T,S)=-\frac1\beta\ln\frac{Q_S}{Q_R}. \tag{3}$$

Equation (2) becomes

$$k(T,S)=\frac{1}{2\pi\beta}\,e^{-\beta\Delta G(T,S)},\qquad \ln k(T,S)=-\ln(2\pi\beta)-\beta\,\Delta G(T,S).$$

At fixed $T$ and fixed reactant region, the first term on the right does not depend on $S$. Since $\beta>0$, any change of surface that lowers $k(T,S)$ raises $\Delta G$. Hence

$$k_{\rm CVT}(T)=\min_S k(T,S)=\frac{1}{2\pi\beta}\exp\!\left[-\beta\max_S\Delta G(T,S)\right]\ge k. \tag{4}$$

This is canonical variational transition-state theory. If the search covers a restricted family of surfaces, (4) gives the best bound within that family, which is still a bound.

For one ideal-gas reactant molecule passing to one confined molecule, the pressure-volume terms cancel, so the Helmholtz and Gibbs differences are equal. For two reactant molecules, $Q_R$ is taken per unit volume, and the standard state adds a constant that may depend on $T$ but not on $S$. The position of the maximum is unaffected.

### The gradient factor and the potential of mean force

Simulations often supply the probability density of a coordinate $s$,

$$p(s')=\frac{\int\delta(s(q)-s')\,e^{-\beta V}dq}{\int_Re^{-\beta V}dq},$$

and the potential of mean force $w(s')=-\beta^{-1}\ln p(s')$, up to a constant that sets the unit of $s$. To connect this with (3), write the volume element as $dq=d\sigma\,d\ell$, with $\ell$ measured along the normal. Since $ds=|\nabla s|\,d\ell$,

$$\int_Sf\,d\sigma=\int\delta(s(q)-s')\,|\nabla s|\,f\,dq .$$

Let $\langle\cdot\rangle_{s'}$ be the average with weight $\delta(s-s')e^{-\beta V}$. The powers of $2\pi\beta$ in $Q_S$ and $Q_R$ combine as $-(N-1)/2+N/2=1/2$, so

$$\frac{Q_S}{Q_R}=(2\pi\beta)^{1/2}\,p(s')\,\langle|\nabla s|\rangle_{s'}. \tag{5}$$

Now relabel the same surfaces by $\tilde s=f(s)$ with $f'>0$. The density becomes $\tilde p=p/f'$ and the gradient becomes $|\nabla\tilde s|=f'|\nabla s|$. Their product, and therefore $\Delta G$, is unchanged. The mean force potential changes to

$$\tilde w=w+\beta^{-1}\ln f',$$

and its maximum generally moves. The plain maximum of $w$ agrees with the flux minimum if $\langle|\nabla s|\rangle_s$ is constant along the family. Otherwise the gradient factor must be included.

### The local condition on the best surface

Displace $S$ along its normal by a small function $\delta n$ of position on the surface. Two quantities change at first order.

The Boltzmann factor becomes $e^{-\beta V}(1-\beta\,n\cdot\nabla V\,\delta n)$. The area element also changes: along a principal direction with radius of curvature $R_i$, a length is multiplied by $(R_i+\delta n)/R_i$. The product over directions is $1+\delta n\sum_i1/R_i$ at first order, and $\sum_i1/R_i=\nabla\cdot n$. Tilting of the element by a non-uniform $\delta n$ enters at second order. Together,

$$\delta\int_Se^{-\beta V}d\sigma=\int_S\left(\nabla\cdot n-\beta\,n\cdot\nabla V\right)\delta n\;e^{-\beta V}d\sigma. \tag{6}$$

For a stationary surface this must vanish for every $\delta n$, so at each point

$$\nabla\cdot n=\beta\,n\cdot\nabla V. \tag{7}$$

An outward shift gains area where the surface bulges outward, and loses Boltzmann weight where the potential rises. At the stationary surface the two balance. A minimum of flux also requires that the second variation is not negative for any $\delta n$.

Near an ordinary saddle,

$$V=V_0-\tfrac12\omega_b^2x^2+\tfrac12\sum_i\omega_i^2y_i^2,$$

and the plane $x=0$ satisfies (7), since both sides are zero. Equation (2) gives $Q_S=e^{-\beta V_0}\prod_i(\beta\omega_i)^{-1}$. With a harmonic reactant of frequencies $\Omega_j$ and $Q_R=\prod_j(\beta\Omega_j)^{-1}$, the rate is

$$k=\frac{1}{2\pi}\frac{\prod_{j=1}^{N}\Omega_j}{\prod_{i=1}^{N-1}\omega_i}\,e^{-\beta V_0},$$

the usual harmonic transition-state result.

A two-dimensional case shows what (7) does. Take unit masses, $V=(x^2-1)^2+(y-x)^2$ and $k_BT=0.2$, in units of the barrier. Near the origin $V\simeq1-x^2-2xy+y^2$. Its second-derivative matrix has eigenvalues $\pm2\sqrt2$, and the stable direction is $x=-0.414\,y$.

On the naive surface $x=0$ the curvature of $V$ is 2 instead of $2\sqrt2$, so the harmonic flux ratio, best line to naive line, is $(2/2\sqrt2)^{1/2}=0.841$. Numerical minimisation with the full potential gives $x=-0.424\,y$ and a ratio of 0.840. The root-mean-square mismatch between the two sides of (7) is 3.16 on $x=0$ and 0.049 on the best straight line. It falls to 0.0024 when a cubic term is allowed.

### Energy, entropy and the activation energy

At fixed $S$, the internal-energy part of $\Delta G$ is $\Delta U=-\partial\ln(Q_S/Q_R)/\partial\beta$. The powers of $\beta$ contribute $(N-1)/2\beta-N/2\beta$, and the integrals contribute average potentials:

$$\Delta U=\langle V\rangle_S-\langle V\rangle_R-\frac{1}{2\beta},\qquad T\Delta S=\Delta U-\Delta G. \tag{8}$$

Here $\langle V\rangle_S$ is weighted by $e^{-\beta V}d\sigma$. Along a family labelled by $s$, the maximum of $\Delta G$ satisfies $\partial\Delta U/\partial s=T\,\partial\Delta S/\partial s$. The surface stands where a further step costs as much energy as it returns in entropy.

The activation energy is $E_a=-d\ln k_{\rm CVT}/d\beta$. The best label $s^*$ depends on temperature, so

$$\frac{d\ln k_{\rm CVT}}{d\beta}=-\frac1\beta-\Delta U+\left.\frac{\partial\ln k}{\partial s}\right|_{s^*}\frac{ds^*}{d\beta}.$$

The last term is zero because $s^*$ is stationary. Hence

$$E_a=\Delta U+\frac1\beta=\langle V\rangle_{S^*}-\langle V\rangle_R+\frac{1}{2\beta}. \tag{9}$$

## Second half: a bond that breaks without a saddle

### What is carried over

$S$ is a surface separating reactant from product, $k(T,S)$ is the one-way equilibrium flux through it per reactant, and $k$ is the true rate between the cores $A$ and $B$. With $\beta=1/k_BT$,

$$k\le k(T,S)=\frac{k_BT}{h}e^{-\beta\Delta G(T,S)},$$

so the least flux marks the greatest $\Delta G$. The flux is proportional to $p(s)\langle|\nabla s|\rangle_s$, with $p(s)$ the probability density of the label $s$ and the gradient taken in mass-weighted coordinates. $\Delta U$ is the internal-energy part of $\Delta G$, and $E_a=\Delta U+k_BT$ at the best surface.

### Model and flux

Two fragments with reduced mass $\mu$ are joined by a vector of length $r$. One fragment carries an axis with moment of inertia $I$, at angle $\theta$ to the bond. The potential is

$$V=U(r)+W(r)(1-\cos\theta),$$
$$U=D\left(1-e^{-a(r-r_0)}\right)^2,\qquad W=W_0e^{-a_w(r-r_0)} .$$

$U$ is a Morse bond, and $W$ is the hindrance that keeps the fragment aligned while the bond is short. All other internal motions are assumed to contribute equally to reactant and dividing surface, so they cancel. Along $\theta=0$ the potential rises monotonically to $D$ beyond $r_0$. With the parameters used below, $V$ is also stationary at $\theta=\pi$, near $r=2.74$ and $4.65$ Å, but both points are maxima in the two bending directions. "Without a saddle" therefore means without a first-order saddle.

Lengths in configuration space are fixed by the kinetic energy: $\mu$ weights displacement of the bond vector and $I$ weights rotation of the axis. The momentum integral is done at one configuration at a time, so it keeps its earlier form.

First take spheres, labelled by $r$. The mass-weighted gradient of $r$ is $1/\sqrt\mu$, a constant. The volume element supplies $r^2$, and with $c=\cos\theta$ the orientation supplies

$$A_\theta(r)=\int_{-1}^{1}e^{-\beta W(1-c)}dc=\frac{1-e^{-2b}}{b},\qquad b=\beta W(r).$$

The unnormalised density is $z(r)=r^2e^{-\beta U}A_\theta$, with $Z_R=\int_Rz\,dr$. From (5), $Q_S/Q_R=(2\pi\beta/\mu)^{1/2}z/Z_R$, and multiplication by $1/(2\pi\beta)$ gives

$$k(T,r)=\frac{1}{\sqrt{2\pi\beta\mu}}\,\frac{z(r)}{Z_R}. \tag{10}$$

The first factor is the thermal average of the outward velocity, with inward motion counted as zero.

For a tightly held fragment, $b\gg1$ and $A_\theta\to1/b$, the harmonic bending result. For a free one, $b\to0$ and $A_\theta\to2$. At large $r$ the flux therefore grows as $r^2e^{-\beta D}$: a very large sphere is crossed by many fragment pairs that never meet. At small $r$ the flux grows towards the well. The minimum lies between.

The one-way equilibrium flux is an upper bound on the classical rate, its minimum marks the greatest activation free energy, and (10) gives this flux through spheres for a bond that breaks without a saddle. It remains to find the best sphere, put in numbers for a gallium precursor, measure the recrossing and examine the limits of the model.
